# The EDIIS energy identity, its conditions and its use: a program that tests the result

```python
"""
Result under test (EDIIS identity): for E(D) = Tr hD + (1/2) Tr G(D)D, G linear,
F(D) = h + G(D), and coefficients c_i with sum 1,
  E(sum c_i D_i) = sum c_i E_i - (1/4) sum_ij c_i c_j Tr (F_i - F_j)(D_i - D_j).
D: spin-summed density matrix, h: core Hamiltonian, G = J - K/2 (closed shell),
S: overlap matrix. Energies are electronic energies in hartree.
The energy of a mixture is computed from explicit two-electron integrals; the
Fock matrices entering the identity come from the separate pyscf J/K builder.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from pyscf import gto, scf, dft

rng = np.random.default_rng(7)


def tr(a, b):
    return float(np.sum(a * b.T))


def identity_energy(c, energies, focks, dens):
    value = float(np.dot(c, energies))
    for i in range(len(c)):
        for j in range(len(c)):
            value -= 0.25 * c[i] * c[j] * tr(focks[i] - focks[j], dens[i] - dens[j])
    return value


def mix(c, mats):
    return sum(x * m for x, m in zip(c, mats))


# ---- abstract test: random linear map G without any symmetry ----
n = 4
h_r = rng.normal(size=(n, n))
G_r = rng.normal(size=(n, n, n, n))


def g_map(d):
    return np.einsum('pqrs,rs->pq', G_r, d)


def e_rand(d):
    return tr(h_r, d) + 0.5 * tr(g_map(d), d)


d_r = [rng.normal(size=(n, n)) for _ in range(4)]
f_r = [h_r + g_map(d) for d in d_r]
e_r = [e_rand(d) for d in d_r]
c_r = np.array([0.7, -0.4, 1.1, -0.4])
assert abs(c_r.sum() - 1) < 1e-12
assert abs(e_rand(mix(c_r, d_r)) - identity_energy(c_r, e_r, f_r, d_r)) < 1e-9
# without symmetry F is not the gradient (central difference is exact here)
slope_r = (e_rand(d_r[0] + 0.1 * d_r[1]) - e_rand(d_r[0] - 0.1 * d_r[1])) / 0.2
assert abs(slope_r - tr(f_r[0], d_r[1])) > 1e-3
# coefficients that do not sum to one need an extra term
c_bad = np.array([0.5, 0.2, 0.4, 0.3])
extra = 0.5 * (c_bad.sum() - 1) * sum(
    x * tr(g_map(d), d) for x, d in zip(c_bad, d_r))
gap = e_rand(mix(c_bad, d_r)) - identity_energy(c_bad, e_r, f_r, d_r)
assert abs(gap) > 1e-3 and abs(gap - extra) < 1e-9

# ---- water, RHF/6-31G ----
r_oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
x, z = r_oh * np.sin(half), r_oh * np.cos(half)
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (x, 0, z)], ['H', (-x, 0, z)]],
            basis='6-31g', unit='Angstrom', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
e_conv = mf.energy_elec()[0]
h, S = mf.get_hcore(), mf.get_ovlp()
nao, nocc = mol.nao, mol.nelectron // 2
eri = mol.intor('int2e').reshape(nao, nao, nao, nao)
coul = eri.reshape(nao**2, nao**2)
exch = eri.transpose(0, 2, 1, 3).reshape(nao**2, nao**2)
two_el = coul - 0.5 * exch


def energy(d):
    v = d.ravel()
    return float(h.ravel() @ v + 0.5 * v @ two_el @ v)


def fock(d):
    return h + np.asarray(mf.get_veff(mol, d))


def aufbau(f):
    orb = eigh(f, S)[1][:, :nocc]
    return 2 * orb @ orb.T


D = [aufbau(h)]
for _ in range(2):
    D.append(aufbau(fock(D[-1])))
F = [fock(d) for d in D]
E = np.array([0.5 * tr(h + f, d) for f, d in zip(F, D)])
assert np.allclose(E, [energy(d) for d in D], atol=1e-8)
T = np.array([[tr(F[i] - F[j], D[i] - D[j]) for j in range(3)] for i in range(3)])

# Fock matrix is the energy gradient
X = rng.normal(size=(nao, nao))
X = X + X.T
fd = (energy(D[0] + 0.1 * X) - energy(D[0] - 0.1 * X)) / 0.2
assert abs(fd - tr(F[0], X)) < 1e-7

# identity at round coefficients, and with a negative coefficient
c0 = np.array([0.2, 0.3, 0.5])
e_formula, e_direct = identity_energy(c0, E, F, D), energy(mix(c0, D))
assert abs(e_formula - e_direct) < 1e-8
c_neg = np.array([-0.5, 0.3, 1.2])
assert abs(identity_energy(c_neg, E, F, D) - energy(mix(c_neg, D))) < 1e-8
assert np.allclose(fock(mix(c0, D)), mix(c0, F), atol=1e-8)

# ADIIS function with the last matrix as reference
adiis = E[2] + sum(c0[i] * tr(F[2], D[i] - D[2]) for i in range(3))
adiis += 0.5 * sum(c0[i] * c0[j] * tr(F[j] - F[2], D[i] - D[2])
                   for i in range(3) for j in range(3))
assert abs(adiis - e_direct) < 1e-8

# optimal damping between D_1 and D_2
delta = D[1] - D[0]
a, b = tr(F[0], delta), T[0, 1]
trial = [0.0, 1.0]
if b > 0 and 0 < -a / b < 1:
    trial.append(-a / b)
lam = min(trial, key=lambda t: E[0] + a * t + 0.5 * b * t * t)
e_oda = E[0] + a * lam + 0.5 * b * lam**2
assert abs(e_oda - energy(D[0] + lam * delta)) < 1e-8
assert all(energy(D[0] + t * delta) > e_oda - 1e-8 for t in np.linspace(0, 1, 101))
b_coul = float(delta.ravel() @ coul @ delta.ravel())
b_exch = float(-0.5 * delta.ravel() @ exch @ delta.ravel())
assert abs(b_coul + b_exch - b) < 1e-8

# EDIIS minimum: stationary points of every face of the simplex
best_e, best_c = np.inf, None
for size in (1, 2, 3):
    for face in combinations(range(3), size):
        idx = list(face)
        kkt = np.zeros((size + 1, size + 1))
        kkt[:size, :size] = -0.5 * T[np.ix_(idx, idx)]
        kkt[:size, size] = -1
        kkt[size, :size] = 1
        sol = np.linalg.solve(kkt, np.append(-E[idx], 1.0))[:size]
        if sol.min() < 0:
            continue
        c_try = np.zeros(3)
        c_try[idx] = sol
        e_try = E @ c_try - 0.25 * c_try @ T @ c_try
        if e_try < best_e:
            best_e, best_c = e_try, c_try
D_best = mix(best_c, D)
assert abs(best_e - energy(D_best)) < 1e-8
for i in range(41):
    for j in range(41 - i):
        c_scan = np.array([i, j, 40 - i - j]) / 40
        assert energy(mix(c_scan, D)) > best_e - 1e-8
idem = mol.nelectron - 0.5 * tr(D_best @ S, D_best @ S)
idem_pure = max(abs(mol.nelectron - 0.5 * tr(d @ S, d @ S)) for d in D)
assert idem_pure < 1e-8
e_next_plain = energy(aufbau(F[2]))
e_next_ediis = energy(aufbau(mix(best_c, F)))

# sign of the correction: Coulomb part non-negative, exchange can reverse it
assert np.linalg.eigvalsh(coul).min() > -1e-9
C = mf.mo_coeff
pairs = []
for i in range(nocc):
    for v in range(nocc, nao):
        ii, vv = np.outer(C[:, i], C[:, i]).ravel(), np.outer(C[:, v], C[:, v]).ravel()
        iv = np.outer(C[:, i], C[:, v]).ravel()
        j_iv, k_iv = ii @ coul @ vv, iv @ coul @ iv
        pairs.append((3 * k_iv - j_iv, i, v, j_iv, k_iv))
bracket, i_occ, a_vir, j_ia, k_ia = min(pairs)
theta_deg = 10.0
theta = np.radians(theta_deg)


def rotated(t):
    orb = C[:, :nocc].copy()
    orb[:, i_occ] = np.cos(t) * C[:, i_occ] + np.sin(t) * C[:, a_vir]
    return 2 * orb @ orb.T


Dp, Dm = rotated(theta), rotated(-theta)
b_rot = tr(fock(Dp) - fock(Dm), Dp - Dm)
assert abs(b_rot - 4 * np.sin(2 * theta)**2 * bracket) < 1e-8
rise = energy(0.5 * (Dp + Dm)) - 0.5 * (energy(Dp) + energy(Dm))
assert b_rot < 0 and rise > 0 and abs(rise + b_rot / 8) < 1e-8

# ---- Kohn-Sham LDA: the formula is only an interpolation ----
ks = dft.RKS(mol)
ks.xc = 'lda,vwn'
ks.grids.level = 1
ks.small_rho_cutoff = 0
ks.grids.build()


def ks_energy_fock(d):
    veff = ks.get_veff(mol, d)
    return tr(h, d) + float(veff.ecoul) + float(veff.exc), h + np.asarray(veff)


def ks_defect(scale, w=0.25):
    centre = 0.5 * (D[0] + D[1])
    left, right = centre - 0.5 * scale * delta, centre + 0.5 * scale * delta
    (e_l, f_l), (e_r2, f_r2) = ks_energy_fock(left), ks_energy_fock(right)
    e_mix = ks_energy_fock((1 - w) * left + w * right)[0]
    return e_mix - identity_energy([1 - w, w], [e_l, e_r2], [f_l, f_r2], [left, right])


defect_full = ks_defect(1.0)
defect_a, defect_b = ks_defect(0.04), ks_defect(0.02)
ratio = defect_a / defect_b
assert abs(defect_full) > 1e-6
assert 7.5 < ratio < 8.5

# ---- printed results ----
print(f"O-H distance: {r_oh:.2f} angstrom; H-O-H angle: {angle:.1f} degrees")
print(f"basis functions: {nao}; electrons: {mol.nelectron}")
print(f"nuclear repulsion (not included below): {mol.energy_nuc():.6f} hartree")
print(f"converged RHF electronic energy: {e_conv:.6f} hartree")
for k in range(3):
    print(f"E_{k+1}: {E[k]:.6f} hartree")
for i, j in combinations(range(3), 2):
    print(f"Tr (F_{i+1}-F_{j+1})(D_{i+1}-D_{j+1}): {T[i, j]:.6f} hartree")
print("round coefficients c:", *[f"{v:.1f}" for v in c0])
print(f"sum c_i E_i: {E @ c0:.6f} hartree")
print(f"correction term: {-0.25 * c0 @ T @ c0:.6f} hartree")
print(f"energy of mixture, identity: {e_formula:.6f} hartree")
print(f"energy of mixture, explicit integrals: {e_direct:.6f} hartree")
print(f"ADIIS function at the same c: {adiis:.6f} hartree")
print(f"damping D_1 to D_2, slope a: {a:.6f} hartree")
print(f"damping D_1 to D_2, curvature b: {b:.6f} hartree")
print(f"  Coulomb part of b: {b_coul:.6f} hartree")
print(f"  exchange part of b: {b_exch:.6f} hartree")
print(f"optimal damping lambda: {lam:.6f}")
print(f"energy at optimal damping: {e_oda:.6f} hartree")
print("EDIIS coefficients:", *[f"{v:.6f}" for v in best_c])
print(f"EDIIS minimum energy: {best_e:.6f} hartree")
print(f"N - (1/2) Tr DSDS of EDIIS mixture: {idem:.6f}")
print(f"next determinant, plain Roothaan: {e_next_plain:.6f} hartree")
print(f"next determinant, from EDIIS Fock matrix: {e_next_ediis:.6f} hartree")
print(f"concave segment: occupied orbital {i_occ+1}, virtual orbital {a_vir+1}")
print(f"  rotation angle: +/-{theta_deg:.0f} degrees")
print(f"  (ii|aa): {j_ia:.6f} hartree; (ia|ia): {k_ia:.6f} hartree")
print(f"  Tr (dF)(dD): {b_rot:.6f} hartree")
print(f"  midpoint energy minus mean of end energies: {rise:.6f} hartree")
print(f"LDA defect, 3/4 D_1 + 1/4 D_2: {defect_full:.3e} hartree")
print(f"LDA defect, difference scaled by 0.04: {defect_a:.3e} hartree")
print(f"LDA defect, difference scaled by 0.02: {defect_b:.3e} hartree")
print(f"ratio of the last two defects: {ratio:.3f}")
print("verified")
```

It prints:

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degrees
basis functions: 13; electrons: 10
nuclear repulsion (not included below): 9.168193 hartree
converged RHF electronic energy: -85.152134 hartree
E_1: -78.788350 hartree
E_2: -79.995756 hartree
E_3: -82.816826 hartree
Tr (F_1-F_2)(D_1-D_2): 17.112507 hartree
Tr (F_1-F_3)(D_1-D_3): -0.059868 hartree
Tr (F_2-F_3)(D_2-D_3): 11.889725 hartree
round coefficients c: 0.2 0.3 0.5
sum c_i E_i: -81.164810 hartree
correction term: -1.402111 hartree
energy of mixture, identity: -82.566921 hartree
energy of mixture, explicit integrals: -82.566921 hartree
ADIIS function at the same c: -82.566921 hartree
damping D_1 to D_2, slope a: -9.763659 hartree
damping D_1 to D_2, curvature b: 17.112507 hartree
  Coulomb part of b: 28.811084 hartree
  exchange part of b: -11.698577 hartree
optimal damping lambda: 0.570557
energy at optimal damping: -81.573712 hartree
EDIIS coefficients: 0.000000 0.262730 0.737270
EDIIS minimum energy: -83.227184 hartree
N - (1/2) Tr DSDS of EDIIS mixture: 1.827992
next determinant, plain Roothaan: -83.925458 hartree
next determinant, from EDIIS Fock matrix: -85.092236 hartree
concave segment: occupied orbital 1, virtual orbital 12
  rotation angle: +/-10 degrees
  (ii|aa): 1.022222 hartree; (ia|ia): 0.052534 hartree
  Tr (dF)(dD): -0.404565 hartree
  midpoint energy minus mean of end energies: 0.050571 hartree
LDA defect, 3/4 D_1 + 1/4 D_2: -5.662e-02 hartree
LDA defect, difference scaled by 0.04: -3.874e-07 hartree
LDA defect, difference scaled by 0.02: -4.621e-08 hartree
ratio of the last two defects: 8.384
verified
```
